# Moiré period of two twisted hexagonal lattices

## Problem

Two identical, flat hexagonal lattices with lattice constant $a=0.25$ nm lie one on the other. The upper one is turned by $\theta=0.5^\circ$ about an axis perpendicular to both. Where sites of the two lattices coincide, the stacking differs from that some distance away, and the sequence of stackings repeats on a scale much larger than $a$. This large-scale pattern is the moiré pattern.

(a) Estimate its period by a scaling argument.

(b) Find the period $L$ for rigid lattices without approximation, and determine the shape and orientation of the pattern.

(c) Compare the two results, and judge how many digits of $L$ have a meaning for a real bilayer.

The numbers are in the regime of two hexagonal boron nitride layers stacked in parallel, a sliding ferroelectric. There $L$ sets the size of the polar domains.

Two conventions matter. The lattice constant $a$ is the length of the shortest lattice vector; in a honeycomb layer it is longer than the bond. The period $L$ is the distance between neighbouring places with the same stacking, for example between neighbouring spots where sites lie directly on sites.

## First estimate by scaling

Start at a spot where two sites coincide and which lies on the rotation axis. At distance $r$ from it, a small rotation has carried the upper lattice sideways by about $\theta r$, with $\theta$ in radians. The stacking returns when this slip has grown to one lattice spacing:

$$\theta L\sim a\quad\Rightarrow\quad L\sim\frac{a}{\theta}.$$

The angle in radians is $0.5\times\pi/180=0.0087266$, so

$$L\sim\frac{0.25\ \text{nm}}{0.0087266}=28.65\ \text{nm}.$$

The twist acts as a lever: it magnifies the lattice constant by the large factor $1/\theta$. Leaving the angle in degrees would give $0.25/0.5=0.50$ nm, only twice the lattice constant. That cannot be right, because a slip of less than one part in a hundred needs more than a hundred spacings to add up to one spacing.

The argument leaves three points open. The slip is a vector, and its direction has not been used. The arc $\theta r$ has replaced the straight displacement. It is also not shown that the pattern is hexagonal, or that its period is independent of where the axis lies. As it stands, the estimate fixes the order of magnitude and the dependence on $a$ and $\theta$, but a numerical factor of order one is not yet secured.

## Exact solution for rigid lattices

### The offset between the layers

Let $\mathbf p$ be a site of the lower lattice. The rotation $R$ and a possible rigid shift $\mathbf s$ carry a copy of this site to $R\mathbf p+\mathbf s$ in the upper lattice. The offset between the copy and the original is

$$\mathbf d(\mathbf p)=(R-1)\mathbf p+\mathbf s .$$

This formula defines a smooth function of position, which may be evaluated between sites as well. It describes the local stacking, with one proviso: all upper sites are alike, so two offsets that differ by a lattice vector of the upper layer describe the same stacking.

### The size and direction of the slip

For a counterclockwise rotation,

$$R-1=\begin{pmatrix}\cos\theta-1&-\sin\theta\\ \sin\theta&\cos\theta-1\end{pmatrix}.$$

Insert the half-angle identities $\cos\theta-1=-2\sin^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, and take out the common factor:

$$R-1=2\sin\frac{\theta}{2}\begin{pmatrix}-\sin(\theta/2)&-\cos(\theta/2)\\ \cos(\theta/2)&-\sin(\theta/2)\end{pmatrix}.$$

Since $\cos(90^\circ+\theta/2)=-\sin(\theta/2)$ and $\sin(90^\circ+\theta/2)=\cos(\theta/2)$, the remaining matrix is a rotation by $90^\circ+\theta/2$. Writing $R_\alpha$ for a rotation by $\alpha$,

$$R-1=2\sin\frac{\theta}{2}\;R_{90^\circ+\theta/2}.$$

The geometry behind this is simple. A point at distance $r$ from the axis moves along a chord of length $2r\sin(\theta/2)$. The chord is almost perpendicular to the radius, and the small departure from a right angle is $\theta/2$.

### The repeat condition

Let $\mathbf T$ be a translation after which the stacking is the same. The offset must then have changed by a lattice vector of the upper layer. Such a vector has the form $R\mathbf m$, where $\mathbf m$ is a lattice vector of the lower layer:

$$\mathbf d(\mathbf p+\mathbf T)-\mathbf d(\mathbf p)=(R-1)\mathbf T=R\mathbf m .$$

Both $\mathbf p$ and $\mathbf s$ have dropped out. A rigid shift of one layer, or a different position of the axis, moves the whole pattern but leaves its period unchanged.

To solve for $\mathbf T$, divide by the scale factor and undo the rotation by $90^\circ+\theta/2$. The factor $R$ on the right adds a rotation by $\theta$, so the total angle is $\theta-(90^\circ+\theta/2)=\theta/2-90^\circ$:

$$\mathbf T=\frac{1}{2\sin(\theta/2)}\;R_{\theta/2-90^\circ}\,\mathbf m .$$

Every lattice vector $\mathbf m$ thus gives one moiré vector, by the same enlargement and the same rotation. Such a map preserves shape, so the moiré lattice is hexagonal. Its shortest vectors come from the six shortest $\mathbf m$, which have length $a$. Therefore

$$\boxed{L=\frac{a}{2\sin(\theta/2)}}$$

The rotation angle also gives the orientation. Hexagonal directions are defined modulo $60^\circ$, and $\theta/2-90^\circ$ is equivalent to $30^\circ+\theta/2$. The moiré vectors therefore lie at $30.25^\circ$, modulo $60^\circ$, from the lattice vectors of the lower layer.

### Numbers

To the digits shown, $2\sin(\theta/2)=0.0087266$, and

$$L=\frac{0.25\ \text{nm}}{0.0087266}=28.65\ \text{nm}\approx 29\ \text{nm}.$$

This is $114.59$ lattice constants. The moiré cell has the area

$$\frac{\sqrt3}{2}L^2=710.8\ \text{nm}^2,$$

and it covers $(L/a)^2\approx13131$ lattice cells of each layer.

The result can be tested without the offset function's repeat condition. Both lattices were built site by site within a radius of about 56 nm, the coincidence spots were located, and the distances from a central spot to its six neighbours were measured. Their mean is $28.6480$ nm, the value of the formula. Rigid shifts of $(0.07,0.11)$ nm and $(-0.04,0.02)$ nm gave the same period to within one part in a million. At twice the angle, the spacing agreed equally closely with the formula's $14.324$ nm.

### What repeats, and what does not

The period belongs to the smooth stacking pattern. The atoms themselves need not repeat after $\mathbf T$, because $\mathbf T$ need not be a lattice vector of either layer. In this example, the lower-layer site nearest to the end of a shortest moiré vector misses it by $0.143$ nm. This is more than half a lattice constant, yet it is small compared with $L$. The stacking pattern is a useful description as long as $L\gg a$, so that the offset hardly changes from one lattice cell to the next. A hexagonal lattice returns to itself after a turn of $60^\circ$, so $\theta$ in the formula is the angle to the nearest multiple of $60^\circ$: a twist of $59.5^\circ$ gives the same period as one of $0.5^\circ$. The separation of scales is lost as this angle grows towards $30^\circ$. For boron nitride, a twist near $60^\circ$ makes the layers antiparallel, and the discussion of polar domains below does not apply to it.

In the opposite limit, $\theta\to0$, the period diverges. Two untwisted identical lattices have the same stacking everywhere.

## Comparison of the two results

For small angles $\sin x= x-x^3/6+\dots$, with $x=\theta/2$. Hence

$$2\sin\frac{\theta}{2}=\theta-\frac{\theta^3}{24}+\dots=\theta\left(1-\frac{\theta^2}{24}+\dots\right),$$

$$L=\frac{a}{\theta}\left(1+\frac{\theta^2}{24}+\dots\right).$$

The scaling estimate turns out to have the numerical factor one. It is slightly too small, because the arc is longer than the chord and so reaches the length $a$ sooner. The relative difference is $3.17\times10^{-6}$, far below anything that matters here. For small twists, $a/\theta$ is therefore as good as the full formula. What the exact solution adds is the proof of the factor, the hexagonal shape, the orientation and the independence of the shift.

## The polar domains in one moiré cell

Each boron nitride layer has a boron and a nitrogen site in every lattice cell. Put boron at the origin and nitrogen at $\boldsymbol\delta=(\mathbf a_1+\mathbf a_2)/3$, where $\mathbf a_1$ and $\mathbf a_2$ are lattice vectors $60^\circ$ apart. If the upper layer is offset by $+\boldsymbol\delta$, its boron lies above the lower nitrogen. If it is offset by $-\boldsymbol\delta$, its nitrogen lies above the lower boron.

A reflection in the plane midway between the layers exchanges them. It turns the offset $\mathbf d$ into $-\mathbf d$ and reverses the perpendicular polarization, so

$$P(-\mathbf d)=-P(\mathbf d).$$

The two stackings therefore carry opposite polarizations of equal size and have equal energies. Because position and offset correspond one to one within a moiré cell, each stacking occurs at one point of the cell.

How much area belongs to each depends on whether the layers stay rigid. Take a simple stacking energy per area,

$$V=V_0\left[\cos x+\cos y+\cos(x+y)\right],$$

where $x$ and $y$ run from $-\pi$ to $\pi$ across the cell. It is highest at $x=y=0$, where like sites coincide, and lowest at the two polar stackings. The saddle between these has $V=-V_0$. Count as favoured the area with $V<-V_0$. The identity

$$1+\cos x+\cos y+\cos(x+y)=4\cos\frac x2\cos\frac y2\cos\frac{x+y}2$$

shows where this holds. The first two cosines on the right are positive inside the cell, so the third must be negative, which requires $|x+y|>\pi$. This cuts two corner triangles from the square of side $2\pi$, each with one eighth of its area. In rigid layers the favoured share is thus $25\%$.

Real layers can deform to enlarge these regions. In the limit of narrow walls, the two domains fill the cell as triangles of side $L$, each with an area of $710.8/2=355.4\ \text{nm}^2$.

## How far the number can be trusted

### Angle and lattice constant

From $L\approx a/\theta$, small changes obey

$$\frac{\delta L}{L}\approx\frac{\delta a}{a}-\frac{\delta\theta}{\theta}.$$

An assumed angle error of $0.05^\circ$ is a tenth of the twist and so changes the period by about a tenth. The full formula gives $31.83$ nm at $0.45^\circ$ and $26.04$ nm at $0.55^\circ$. The change is larger on the low side because $1/\theta$ is steeper there. Conversely, a measured period gives the local twist through $\theta\approx a/L$, provided that relative strain is negligible.

Equal thermal expansion of both layers multiplies $L$ by the same factor as $a$. With a rough coefficient of size $3\times10^{-6}$ per kelvin and a change of 300 K, the period changes by about $0.026$ nm.

### Relative strain

Now stretch the upper layer by $\epsilon$ along a lattice vector before turning it. It contracts by $\nu\epsilon$ across that direction, where $\nu$ is Poisson's ratio. The rotation $R$ is replaced by the full deformation $F$, and the repeat condition becomes $(F-1)\mathbf T=F\mathbf m$. To leading order in $\theta$ and $\epsilon$,

$$F-1\approx\begin{pmatrix}\epsilon&-\theta\\ \theta&-\nu\epsilon\end{pmatrix},\qquad F\mathbf m\approx\mathbf m .$$

Inverting the matrix gives

$$\mathbf T\approx\frac{1}{\theta^2-\nu\epsilon^2}\begin{pmatrix}-\nu\epsilon&\theta\\-\theta&\epsilon\end{pmatrix}\mathbf m .$$

Set $\mathbf m=a(\cos\varphi,\sin\varphi)$, square the two components and keep terms up to first order in $\epsilon/\theta$:

$$|\mathbf T|^2\approx\frac{a^2}{\theta^2}\left[1-2(1+\nu)\frac{\epsilon}{\theta}\sin\varphi\cos\varphi\right].$$

The square root halves the correction:

$$|\mathbf T|\approx\frac a\theta\left[1-(1+\nu)\frac\epsilon\theta\sin\varphi\cos\varphi\right].$$

The strain is thus divided by the small twist angle. For $\epsilon=0.1\%$ and a rough $\nu=0.2$, the three directions $\varphi=0^\circ,60^\circ,120^\circ$ change by about $0$, $-6\%$ and $+6\%$. Solving the repeat condition with the full $F$ gives $28.75$, $27.11$ and $30.52$ nm respectively. The same site-by-site search, applied to the strained lattice, confirmed these three periods to one part in a million.

The first-order formula needs $\epsilon\ll\theta$. If the strain grows until $\theta^2=\nu\epsilon^2$, the leading-order matrix can no longer be inverted. The offset then stays constant along one direction, and the pattern becomes a set of stripes.

### Relaxation within the layers

Let $\mathbf u(\mathbf r)$ be an additional relative displacement caused by relaxation. If it stays bounded, it cannot change the mean number of stacking repeats along a long line: the rigid slip grows in proportion to the length, while the contribution of $\mathbf u$ does not. At fixed mean twist, the mean period is therefore kept.

A continuum calculation shows what happens inside the cell. It uses the stacking energy above with $V_0=0.08$ eV/nm$^2$ and isotropic elastic layers with shear modulus $\mu=800$ eV/nm$^2$ and Lamé constant $\lambda=200$ eV/nm$^2$, all rough values. They correspond to a Poisson ratio $\lambda/(\lambda+2\mu)\approx0.11$, lower than the $0.2$ used above; taking $\lambda=400$ eV/nm$^2$, which gives $0.2$, leaves the displacement and area share below unchanged to the digits shown. Each layer takes half of $\mathbf u$. The calculation covered a periodic block of three by three moiré cells and started from waves of amplitude $0.03$ nm that break the moiré period. Between corresponding points of neighbouring cells, the components of $\mathbf u$ initially differed by up to $0.052$ nm. After relaxation the difference was $2.8\times10^{-15}$ nm, which is zero to numerical rounding. For this starting state, the pattern regained the moiré period.

The interior of the cell changed strongly. The largest displacement was about $0.06$ nm ($0.062$ nm on a mesh of 21 points per cell edge, $0.063$ nm on a finer one), about a quarter of $a$, and the favoured share of the area rose from $25\%$ to about $80\%$. The latter share is found by counting grid points: the coarse mesh gives $76\%$ to $81\%$ depending on its placement, and a fine mesh gives $80\%$. The rough value of $V_0$ matters more, since the share is $74\%$ for $0.06$ and $84\%$ for $0.10$ eV/nm$^2$. The rigid model therefore gives the repeat distance well but describes the domain shapes poorly. The share of about $80\%$ includes much of the walls, however: on the way from one polar stacking to the other over the saddle, the energy stays below $-V_0$ except at the saddle itself. The limit of narrow walls, in which the share would be $100\%$, is not reached at this twist.

### The real bilayer

For hexagonal boron nitride, $a=0.25$ nm is a rough but typical value, and a twist of half a degree is a realistic choice for a stacked pair of layers. The assumptions most damaging to the calculated period are a precisely known, uniform angle and the absence of relative strain. For the errors assumed here, they move it by about $10\%$ and $6\%$, the latter rising to about $7\%$ for the least favourable direction of the strain. The meaningful answer is therefore 29 nm, with an uncertainty of a few nanometres unless angle and strain are known better. Further digits describe the ideal lattices; they are listed in the numerical output.

## Values computed for the example and the checks

```
lattice constant a: 0.25 nm
twist angle: 0.50 deg = 0.0087266 rad
2 sin(theta/2): 0.0087266
moire period L, formula: 28.6480 nm
moire period, mean from explicit sites: 28.6480 nm
moire period rounded: 29 nm
ratio L/a: 114.59
short form a/theta: 28.6479 nm
relative error of short form: 3.17e-06
wrong result with theta left in degrees: 0.50 nm
moire direction modulo 60 deg: 30.250 deg
period at twice the angle: 14.324 nm
moire cell area: 710.8 nm^2
area of one triangular domain of side L: 355.4 nm^2
lattice cells per layer in a moire cell: 13131
miss of nearest lattice site after one L: 0.143 nm
assumed angle error: 0.05 deg
L at smaller / larger angle: 31.83 / 26.04 nm
assumed relative strain: 0.10 %
assumed Poisson ratio (rough): 0.2
three periods under strain: 27.11, 28.75, 30.52 nm
assumed expansion size (rough): 3e-06 per K
assumed temperature change: 300 K
thermal change of L, size: 0.026 nm
shear modulus mu (rough): 800 eV/nm^2
Lame constant lambda (rough): 200 eV/nm^2
stacking energy amplitude V0 (rough): 0.08 eV/nm^2
period-breaking part of u, start: 0.052 nm
period-breaking part of u, relaxed: 2.8e-15 nm
largest relaxation displacement: 0.062 nm
favoured-domain area share, rigid: 25 %
favoured-domain area share, relaxed: 81 %
```
